\section*{Why extrapolated MOSFET threshold exceeds the gate voltage for twice Fermi potential}

\section*{Question}

I am modelling a long n-channel silicon transistor with uniform doping. For the threshold voltage I use the gate voltage at which the surface potential reaches $2\phi_F$, which for my parameters is $0.570$ V. I then compute the drain current at very small drain bias, draw the tangent where the curve of current against gate voltage is steepest, and extend it to zero current. It meets the axis at $0.639$ V.

I expected the two numbers to agree. Beyond threshold the surface potential is supposed to stay at $2\phi_F$, so that all further gate voltage goes into inversion charge. The channel is long and the drain bias negligible. Is one of my calculations wrong, or are these different quantities?

\section*{Answer}

Both calculations can be right. The expectation fails because the surface potential does not stop at $2\phi_F$. It goes on rising slowly, and the oxide and the depletion charge turn this rise into a larger one in gate voltage. The size of the gap follows from the electrostatics.

\subsection*{Setting and the two definitions}

Source and body are grounded, the carriers obey Boltzmann statistics, and the channel is much longer than the depletion depth, so the potential across the silicon is one-dimensional. Write $\phi_t=kT/e$, $\phi_F=\phi_t\ln(N_A/n_i)$, and
\begin{equation}
q=\frac{|Q_i|}{C_{ox}},\qquad \gamma=\frac{\sqrt{2e\varepsilon N_A}}{C_{ox}},
\end{equation}
where $Q_i$ is the inversion charge per area and $\varepsilon$ the permittivity of silicon. Thus $q$ is inversion charge measured in volts. Let $V_{T0}$ be the gate voltage at which the surface potential $\psi_s$ equals $2\phi_F$, and $V_{ext}$ the intercept of the tangent.

With $V(y)$ the electron quasi-Fermi potential along the channel, drift and diffusion together give $I=\mu W|Q_i|\,dV/dy$. The current is the same at every $y$, so integrating from source to drain gives
\begin{equation}
I=\mu\frac{W}{L}\int_0^{V_{DS}}|Q_i|\,dV\;\longrightarrow\;\mu\frac{W}{L}C_{ox}\,q\,V_{DS}
\qquad (V_{DS}\to0).
\end{equation}
At constant mobility the tangent to the current is therefore the tangent to $q(V_G)$. If $\psi_s$ were pinned at $2\phi_F$, we would have $q\approx V_G-V_{T0}$, apart from the small charge already present at $V_{T0}$, and the intercept would be close to $V_{T0}$. That is the argument in your question.

\subsection*{Gate voltage and surface potential}

Let $\psi(x)$ be the potential at depth $x$, zero in the neutral bulk. The hole density is $N_Ae^{-\psi/\phi_t}$. The bulk electron density is $n_i^2/N_A=N_Ae^{-2\phi_F/\phi_t}$, so the local one is $N_Ae^{(\psi-2\phi_F)/\phi_t}$. Poisson's equation reads
\begin{equation}
\psi''=\frac{eN_A}{\varepsilon}\left[1-e^{-\psi/\phi_t}+e^{(\psi-2\phi_F)/\phi_t}\right],
\end{equation}
where a bulk term of relative size $e^{-2\phi_F/\phi_t}$ has been dropped. Multiply by $\psi'$; the left side becomes $\tfrac12(\psi'^2)'$. Integrate from the bulk, where $\psi=\psi'=0$, to the surface, where the field is $F_s$:
\begin{equation}
F_s^2=\frac{2eN_A}{\varepsilon}\left[\psi_s-\phi_t+\phi_te^{(\psi_s-2\phi_F)/\phi_t}\right].
\end{equation}
The terms $\phi_te^{-\psi_s/\phi_t}$ and $\phi_te^{-2\phi_F/\phi_t}$ are again negligible. Gauss's law at the interface, $\varepsilon F_s=C_{ox}(V_G-V_{FB}-\psi_s)$, gives
\begin{equation}
V_G=V_{FB}+\psi_s+\gamma\sqrt{\psi_s-\phi_t+\phi_te^{(\psi_s-2\phi_F)/\phi_t}}.
\label{gate}
\end{equation}
At $\psi_s=2\phi_F$ the two $\phi_t$ terms cancel, which leaves the familiar formula
\begin{equation}
V_{T0}=V_{FB}+2\phi_F+\gamma\sqrt{2\phi_F}.
\end{equation}

\subsection*{How far the surface potential rises}

To separate the electrons from the depletion charge, use the charge-sheet approximation: the depletion charge is what the same integral gives without electrons, $\gamma s$ in volts, with $s=\sqrt{\psi_s-\phi_t}$. Then $q+\gamma s$ equals the square-root term in (\ref{gate}). Squaring and cancelling $\gamma^2s^2$,
\begin{equation}
q(q+2\gamma s)=\gamma^2\phi_te^{(\psi_s-2\phi_F)/\phi_t},
\label{sheet}
\end{equation}
and hence
\begin{equation}
\psi_s=2\phi_F+\phi_t\Lambda,\qquad
\Lambda=\ln\frac{q(q+2\gamma s)}{\gamma^2\phi_t}.
\end{equation}
More electrons need a larger Boltzmann factor, and so a larger $\psi_s$. The growth is logarithmic, but the logarithm is not small. At $\psi_s=2\phi_F$ itself,
\begin{equation}
q=\gamma\left(\sqrt{2\phi_F}-\sqrt{2\phi_F-\phi_t}\right)\approx\frac{\gamma\phi_t}{2\sqrt{2\phi_F}},
\end{equation}
a fraction of a thermal voltage in your device. The condition $\psi_s=2\phi_F$ marks the beginning of appreciable inversion, well before the current becomes nearly linear in $V_G$.

\subsection*{The intercept}

We need the slope of $V_G=V_{FB}+\psi_s+\gamma s+q$. Since $ds/d\psi_s=1/(2s)$,
\begin{equation}
\frac{dV_G}{dq}=1+n\frac{d\psi_s}{dq},\qquad n=1+\frac{\gamma}{2s}.
\end{equation}
Take the logarithm of (\ref{sheet}), differentiate with respect to $q$, and multiply by $q$. With $\kappa$ defined by $q\,d\psi_s/dq=\kappa\phi_t$, this gives
\begin{equation}
1+\frac{q}{q+2\gamma s}+\frac{\gamma\kappa\phi_t/s}{q+2\gamma s}=\kappa
\quad\Rightarrow\quad
\kappa=\frac{2(q+\gamma s)}{q+2\gamma s-\gamma\phi_t/s}.
\end{equation}
Apart from the small last term in the denominator, $\kappa$ runs from 1 for $q\ll2\gamma s$ to 2 for $q\gg2\gamma s$. The tangent meets the axis at
\begin{equation}
V_{ext}=V_G-q\frac{dV_G}{dq}=V_G-q-n\kappa\phi_t=V_{FB}+\psi_s+\gamma s-n\kappa\phi_t.
\end{equation}
Subtracting $V_{T0}$ gives the excess
\begin{equation}
\Delta=\psi_s-2\phi_F+\gamma\left(s-\sqrt{2\phi_F}\right)-n\kappa\phi_t.
\label{excess}
\end{equation}
The first two terms together are the extra band bending. The third is the extra depletion charge it uncovers, less the small inversion charge already present at $V_{T0}$. The last is there because a tangent is less steep than the limiting line of unit slope.

For hand use, put $Q=\gamma\sqrt{2\phi_F}$ and replace $s$ by $\sqrt{2\phi_F}$ in $n$, $\kappa$ and $\Lambda$. In the depletion-charge term,
\begin{equation}
\gamma\left(s-\sqrt{2\phi_F}\right)=\frac{\gamma(s^2-2\phi_F)}{s+\sqrt{2\phi_F}}
\approx(n-1)\phi_t(\Lambda-1),
\end{equation}
because $s^2-2\phi_F=\phi_t\Lambda-\phi_t$. Dropping also the small term in $\kappa$,
\begin{equation}
\Delta\approx n\phi_t\left[\ln\frac{q(q+2Q)}{\gamma^2\phi_t}-\frac{2(q+Q)}{q+2Q}\right]-(n-1)\phi_t.
\label{hand}
\end{equation}

\subsection*{Numbers at constant mobility}

Take a 10 nm oxide, $N_A=2\times10^{17}$ cm$^{-3}$, $n_i=10^{10}$ cm$^{-3}$ and 300 K. Then $\phi_t=25.85$ mV, $2\phi_F=0.869$ V, $\gamma=0.746$ V$^{1/2}$, $Q=0.696$ V and $n=1.40$. An ideal n$^+$ polysilicon gate has $V_{FB}=-E_g/(2e)-\phi_F=-0.995$ V for $E_g=1.12$ eV, so
\begin{equation}
V_{T0}=-0.995+0.869+0.696=0.570\ \text{V}.
\end{equation}

With the gate $0.5$ V above $V_{T0}$, the inversion charge is $q=0.376$ V, not $0.5$ V. In (\ref{hand}), $\gamma^2\phi_t=0.0144$ V$^2$ and $q+2Q=1.768$ V, so the logarithm is $\ln46.2=3.83$ and the fraction is $1.21$. With $n\phi_t=36.2$ mV and $(n-1)\phi_t=10.3$ mV,
\begin{equation}
\Delta\approx36.2\,(3.83-1.21)-10.3\approx84\ \text{mV}.
\end{equation}

As a test, Poisson's equation was solved numerically through the depth and the electrons summed directly, without the charge-sheet split:
\begin{center}
\begin{tabular}{cccc}
$V_G-V_{T0}$ & $\psi_s-2\phi_F$ & $\Delta$ & $\Delta/\phi_t$\\
(V) & (mV) & (mV) & \\ \hline
0.0 & 0 & $-48$ & $-1.8$\\
0.2 & 66 & 42 & 1.6\\
0.5 & 100 & 84 & 3.3\\
1.0 & 127 & 115 & 4.4\\
1.5 & 143 & 132 & 5.1
\end{tabular}
\end{center}
Equation (\ref{excess}) agrees with these intercepts to within 5 mV. It neglects the thickness of the electron layer: part of the band bending occurs there, in a stronger field and over a shorter distance, so the charge-sheet split overcounts the depletion charge.

For tangents from $0.5$ to $1.5$ V above $V_{T0}$, the excess is thus three to five thermal voltages. The table also shows two limits on that statement. A tangent drawn at $V_{T0}$ itself cuts the axis below $V_{T0}$; the logarithm in (\ref{hand}) is then near zero and the negative terms win. At the other end $\Delta$ keeps growing with the logarithm. The computed slope $dq/dV_G$ rose throughout the sweep, so at constant mobility there is no steepest point and no unique extrapolated threshold.

The role of the thermal voltage can be isolated by reducing $\phi_t$ to a quarter while holding $2\phi_F$, $\gamma$ and the $0.5$ V overdrive fixed. The excess falls from 84 to 35 mV. It does not fall to a quarter because $\phi_t$ also sits inside the logarithm. As $\phi_t\to0$ in this formal sense, $\phi_t\ln(1/\phi_t)\to0$ and the two thresholds merge. Cooling a real device is a different operation, since it changes $\phi_F$ too.

\subsection*{Your steepest point}

Your curve has a steepest point, so something in your model must bend it down at high gate bias. A mobility that falls with gate bias does this; series resistance has a similar effect. Suppose $\mu=\mu_0/(1+\theta q)$. Then $I\propto q/(1+\theta q)$, and since the derivative of this with respect to $q$ is $1/(1+\theta q)^2$,
\begin{equation}
\frac{I}{dI/dV_G}=(1+\theta q)\,q\frac{dV_G}{dq}=(1+\theta q)(q+n\kappa\phi_t).
\end{equation}
The intercept drops accordingly:
\begin{equation}
\Delta_\theta=\Delta-\theta q\,(q+n\kappa\phi_t).
\end{equation}

With primes for derivatives with respect to $V_G$,
\begin{equation}
\frac{dV_{ext}}{dV_G}=1-\frac{I'^2-II''}{I'^2}=\frac{II''}{I'^2}.
\end{equation}
This is positive before the peak of the transconductance $I'$ and negative after it. The steepest tangent therefore gives the largest intercept.

To locate the peak, treat $b=n\kappa\phi_t$ as constant, so that $q'=q/(q+b)$ and $I'\propto q/[(q+b)(1+\theta q)^2]$. Setting the derivative of $\ln I'$ with respect to $q$ to zero,
\begin{equation}
\frac{b}{q(q+b)}=\frac{2\theta}{1+\theta q}
\quad\Rightarrow\quad q\approx\sqrt{\frac{b}{2\theta}}\approx\sqrt{\frac{n\phi_t}{2\theta}},
\end{equation}
for $b\ll q$, $\theta q\ll1$ and, roughly, $\kappa\approx1$.

For $\theta=0.1$ V$^{-1}$ the estimate is $0.43$ V, and the numerical solution puts the peak at $q=0.42$ V, $V_G=1.1198$ V. With $\mu_0=400$ cm$^2$/Vs and $W=L$, the current per volt of drain bias is $55.845$ $\mu$S there, with slope $116.203$ $\mu$S/V. Keeping these digits for the subtraction, the extrapolation is
\begin{equation}
V_{ext}=1.1198-\frac{55.845}{116.203}\approx0.639\ \text{V},
\end{equation}
which is your number. The excess is 69 mV, or $2.7\,\phi_t$. At the same gate voltage constant mobility would give 88 mV; the fall in mobility takes back the other 19 mV.

The result depends on $\theta$. For $\theta=0.05$, $0.2$ and $0.3$ V$^{-1}$ the excess is 82, 55 and 47 mV. The last is only $1.8\,\phi_t$, well below the three to five thermal voltages found above at constant mobility.

\subsection*{Do not confuse this with the drain-bias correction}

At finite $V_{DS}$ there is a separate shift. Where the electron quasi-Fermi potential is $V$, the electron exponent becomes $(\psi-2\phi_F-V)/\phi_t$. Keeping the same $q$ then requires $\psi_s$ to rise by about $V$ and $V_G$ by about $nV$. Averaged along the channel, the current curve moves by $nV_{DS}/2$.

For $V_{DS}=50$ mV this is 35.0 mV. The numerical solution at constant mobility, with the tangent point moved by the same amount, gives 35.1 mV. Subtracting $V_{DS}/2=25$ mV would leave about 10 mV uncorrected. Your 69 mV belongs to the limit $V_{DS}\to0$ and remains after the full correction.

\subsection*{What changes in a real transistor}

These parameters are rough values for half-micron CMOS, applied to a test transistor with $W=L=10$ $\mu$m. Its depletion depth is 75 nm, so the long-channel assumption is sound. The oxide field at the tangent point is $1.1$ MV/cm, well below breakdown, which is roughly 10 MV/cm.

One assumption that fails appreciably is that of classical electrons. Confinement at the interface raises their lowest energies, so more band bending is needed for the same charge. For a triangular well at a (100) surface (masses $0.916$ and $0.19$ of the free mass; (110) and (111) surfaces give about 46 mV) with the depletion field $F$ at $\psi_s=2\phi_F$, comparing classical and quantized densities gives
\begin{equation}
\delta\psi=\phi_t\ln\frac{N_C\phi_t/F}{\sum_j g_jm_jkT/(\pi\hbar^2)\,e^{-E_j/kT}}\approx40\ \text{mV},
\end{equation}
where $N_C$ is the effective density of states of the conduction band, and $g_j$, $m_j$ and $E_j$ are the valley number, in-plane mass and energy of each subband. If $\delta\psi$ is taken as independent of bias, the intercept rises by $n\,\delta\psi\approx56$ mV. This is only an estimate: $\delta\psi$ grows with the field, to about 60 mV at the tangent point, and that growth also changes the slope of the tangent. $V_{T0}$ moves much less, and downward: the electrons contribute only about 11 mV to the gate voltage there, so even removing them all would lower it by no more than that, which widens the gap a little further. Confinement thus adds to the gap an amount comparable with the classical 69 mV.

The mobility law matters as well. Scattering by ionized dopants weakens as the inversion charge screens them, so the mobility can rise with $q$ at low gate bias, which $\mu_0/(1+\theta q)$ leaves out. Suppose it adds a term $a/q$ to the denominator $1+\theta q$. For $\theta q\ll1$ and $a\ll q$ the current then goes as $q^2/(q+a)\approx q-a$, and the intercept rises by about $a$. Even $a=0.04$ V would add about 40 mV. The 69 mV therefore belongs to the mobility law assumed above, not to every transistor with these dimensions and doping.

The following corrections are small here. Depletion of a gate doped to $10^{20}$ cm$^{-3}$ raises both thresholds by roughly 10 to 15 mV and narrows the gap between them by less than 1 mV. Degeneracy changes the band bending at the tangent point by less than 4 mV. A series resistance of 100 $\Omega$ acts as an extra $\theta$ of $0.014$ V$^{-1}$, which by the values above costs 2 to 4 mV. At 358 K, with $\theta$ held fixed, the charge-sheet excess is 79 mV, against 70 mV at 300 K. Fixed oxide charge shifts both thresholds through $V_{FB}$ and cancels from the gap. Short channels, nonuniform doping and charge in interface traps need a different calculation.

In use, keep each threshold with its own equation. $V_{ext}$ belongs in the straight-line fit $I\propto V_G-V_{ext}$ near the bias where the tangent was drawn. $V_{T0}$ belongs in relations between doping and surface potential. Putting $0.639$ V into the formula for $V_{T0}$ and solving for $N_A$, with the other parameters fixed, would overestimate the doping of this model device by 17 to 18 percent. The numerical output below gives the values at more digits.

\section*{Computed results}
\begin{verbatim}
temperature 300 K; thermal voltage 25.85 mV
oxide 10 nm; doping 2.0e+17 cm^-3; n_i 1.0e+10 cm^-3
oxide capacitance 0.3453 uF/cm2; gamma 0.7462 V^0.5
2 phi_F 0.8692 V; flat band -0.9946 V
depletion term Q 0.6957 V; n at 2 phi_F 1.4002
depletion depth at 2 phi_F 75.0 nm
V_T0 0.5703 V; Poisson psi_s there 0.8692 V
q at V_T0: Poisson 10.59 mV, formula 10.42 mV
constant mobility, tangent at VG (excess = intercept - V_T0):
 VG-V_T0 0.0 V: q 0.0106 V, psi_s-2phi_F -0.0 mV, excess -47.6 mV = -1.84 phi_t, sheet -47.0 mV
 VG-V_T0 0.2 V: q 0.1202 V, psi_s-2phi_F 65.7 mV, excess 42.1 mV = 1.63 phi_t, sheet 42.7 mV
 VG-V_T0 0.5 V: q 0.3763 V, psi_s-2phi_F 99.5 mV, excess 84.1 mV = 3.25 phi_t, sheet 85.3 mV
 VG-V_T0 1.0 V: q 0.8435 V, psi_s-2phi_F 126.5 mV, excess 114.6 mV = 4.43 phi_t, sheet 117.2 mV
 VG-V_T0 1.5 V: q 1.3242 V, psi_s-2phi_F 143.2 mV, excess 132.2 mV = 5.11 phi_t, sheet 136.5 mV
hand formula at VG-V_T0 = 0.5 V: 84.5 mV
phi_t cut to 6.46 mV, same 0.5 V: excess 35.3 mV
peak-gm tangent, theta 0.1 1/V, mobility 400 cm2/Vs, W/L 1:
 VG 1.1198 V; q 0.4213 V; rough q estimate 0.4254 V
 psi_s - 2 phi_F there 103.1 mV
 I/VDS 55.845 uS; gm/VDS 116.203 uS/V
 extrapolated threshold 0.6392 V
 excess 68.9 mV = 2.67 phi_t
 charge-sheet excess 70.1 mV
 same VG, constant mobility: excess 88.3 mV = 3.42 phi_t
peak-gm excess against theta:
 theta 0.05 1/V: q 0.603 V, excess 82.4 mV = 3.19 phi_t
 theta 0.10 1/V: q 0.421 V, excess 68.9 mV = 2.67 phi_t
 theta 0.20 1/V: q 0.294 V, excess 55.4 mV = 2.14 phi_t
 theta 0.30 1/V: q 0.238 V, excess 47.4 mV = 1.84 phi_t
drain bias 50 mV: intercept shift 35.1 mV, n VDS/2 35.0 mV, VDS/2 25.0 mV
neglected effects:
 confinement: extra band bending 39.9 mV, gate shift about 55.9 mV
 gate depletion (1e+20 cm^-3): intercept -0.64 mV
 surface electrons 1.08e+19 cm^-3; N_C 2.74e+19 cm^-3
 degeneracy: extra band bending 3.6 mV
 series resistance 100 ohm: added theta 0.0138 1/V
 oxide field at tangent 1.14 MV/cm
 at 358 K: V_T0 0.5112 V, excess (sheet) 79.2 mV = 2.57 phi_t
\end{verbatim}
